# Thermoreflectance Phase Can Lose Interface Sensitivity as Modulation Frequency Rises: a program that tests the result

```python
# Result under test: for a lumped film on a half-space, the phase sensitivity
# S = d(phase)/d(ln G) vanishes at low AND high frequency, with opposite signs,
# and therefore also at one finite "blind" frequency.
# Symbols (SI): w angular frequency, G interface conductance, C film heat
# capacity per area, e substrate effusivity, phase = arg(temperature/flux).
# Closed form: u = e sqrt(w/2)/G, beta = C G/e^2, S = 2 u P/(P^2+Q^2),
# P = 4 beta u^2 (1+u) - 1, Q = 1 + 2(1+beta)u + 4 beta u^2.
import numpy as np
import mpmath as mp
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

mp.mp.dps = 40
# Rough typical values: aluminium film on sapphire near room temperature
film_thickness, film_k, film_c = 80e-9, 180.0, 2.4e6
sub_k, sub_c, G = 35.0, 3.1e6, 150e6
pump_radius = probe_radius = 10e-6      # 1/e^2 intensity radii
absorbed_power, sound_speed = 10e-3, 7000.0
C = film_c * film_thickness
e = np.sqrt(sub_k * sub_c)
beta = C * G / e**2


def admittance(w, g=G, cap=C, eff=e):
    ys = eff * np.sqrt(1j * w)
    return 1j * w * cap + g * ys / (g + ys)


def phase(w, g=G, cap=C, eff=e):
    return -np.angle(admittance(w, g, cap, eff))


def s_dimless(u, b):
    P = 4 * b * u**2 * (1 + u) - 1
    Q = 1 + 2 * (1 + b) * u + 4 * b * u**2
    return 2 * u * P / (P**2 + Q**2)


def s_closed(f, g=G):
    return s_dimless(e * np.sqrt(np.pi * f) / g, C * g / e**2)


def s_precise(f, g=G, cap=C, eff=e):
    """High-precision numerical derivative of the phase definition."""
    w = 2 * mp.pi * mp.mpf(f)

    def ph(lng):
        gg = mp.exp(lng)
        ys = mp.mpf(eff) * mp.sqrt(1j * w)
        return -mp.arg(1j * w * mp.mpf(cap) + gg * ys / (gg + ys))
    return float(mp.diff(ph, mp.log(mp.mpf(g))))


def phase_heat_equation(f, g):
    """Finite-volume solution of the diffusion equation in the substrate."""
    w, n = 2 * np.pi * f, 8000
    dx = 20 * np.sqrt(2 * sub_k / sub_c / w) / n
    link, store = sub_k / dx, 1j * w * sub_c * dx
    ab = np.zeros((3, n + 1), complex)
    ab[1, :] = 2 * link + store
    ab[0, 1:] = -link
    ab[2, :-1] = -link
    ab[1, 0] = 1j * w * C + g
    ab[1, 1] = g + link + store / 2
    ab[0, 1] = ab[2, 0] = -g
    rhs = np.zeros(n + 1, complex)
    rhs[0] = 1.0
    return np.angle(solve_banded((1, 1), ab, rhs)[0])


nodes, weights = np.polynomial.legendre.leggauss(400)


def z_layered(f, g=G, h=film_thickness, radius=pump_radius):
    """Spot-averaged surface temperature per watt, film resolved in depth."""
    w = 2 * np.pi * f
    a = 2 * radius**2 / 8
    kmax = np.sqrt(40 / a)
    k, wt = kmax * (nodes + 1) / 2, kmax * weights / 2
    ys = sub_k * np.sqrt(k**2 + 1j * w * sub_c / sub_k)
    qf = np.sqrt(k**2 + 1j * w * film_c / film_k)
    yf, t = film_k * qf, np.tanh(qf * h)
    load = g * ys / (g + ys)
    z = (1 + load / yf * t) / (load + yf * t)
    return np.sum(wt * k * z * np.exp(-a * k**2)) / (2 * np.pi)


def s_layered(f, radius=pump_radius):
    d = 1e-3
    up = z_layered(f, G * np.exp(d), radius=radius)
    down = z_layered(f, G * np.exp(-d), radius=radius)
    return np.angle(up / down) / (2 * d)


# Closed form against the heat equation itself
d = 1e-3
worst = 0.0
for f in (1e5, 3e6, 3e7, 2e8, 1e9):
    num = (phase_heat_equation(f, G * np.exp(d))
           - phase_heat_equation(f, G * np.exp(-d))) / (2 * d)
    worst = max(worst, abs(num - s_closed(f)))
assert worst < 3e-5

# Limits, from the definition at extreme frequencies (mathematical limits)
f_lo, f_hi = 1.0, 1e17
low_ratio = s_precise(f_lo) / (-e * np.sqrt(np.pi * f_lo) / G)
high_ratio = s_precise(f_hi) / (G / (2 * np.pi * f_hi * C))
assert abs(low_ratio - 1) < 1e-3 and abs(high_ratio - 1) < 1e-3

# Blind frequency from the cubic; the definition must vanish there
u0 = brentq(lambda u: 4 * beta * u**2 * (1 + u) - 1, 1e-6, 1e6, xtol=1e-14)
f0 = (u0 * G / e)**2 / np.pi
assert abs(s_precise(f0)) < 1e-10

# Lobes, number of extrema and bounds over a wide range of beta
grid = np.logspace(-6, 4, 6000)
for b in np.logspace(-3, 3, 61):
    s = s_dimless(grid, b)
    assert np.sum(np.diff(np.sign(s)) != 0) == 1
    assert np.sum(np.diff(np.sign(np.diff(s))) != 0) == 2
    assert np.max(np.abs(s)) <= 1 / (2 * (1 + np.sqrt(b))**2)
    assert -np.min(s) < (np.sqrt(2) - 1) / 2

# Origin of the two signs: remove the film capacity, or use a perfect sink
for f in (1e4, 1e6, 1e8, 1e10):
    assert s_precise(f, cap=0.0) < 0
    w = 2 * np.pi * f
    sink = s_precise(f, eff=1e20)
    assert sink > 0
    assert abs(sink / (w * C * G / (G**2 + w**2 * C**2)) - 1) < 1e-6
f_sink = G / C / (2 * np.pi)
assert abs(s_precise(f_sink, eff=1e20) - 0.5) < 1e-6


def lobe(sign, lo, hi):
    r = minimize_scalar(lambda x: -sign * s_closed(np.exp(x)),
                        bounds=(np.log(lo), np.log(hi)), method="bounded",
                        options={"xatol": 1e-9})
    return np.exp(r.x)


f_neg, f_pos = lobe(-1, f0 / 1e3, f0), lobe(1, f0, f0 * 1e3)

# At fixed frequency the phase is greatest at G0, so two G fit one phase
f_twin = 10e6
w = 2 * np.pi * f_twin
G0 = w * C + np.sqrt((w * C)**2 + 2 * w * C * e * np.sqrt(w / 2))
assert abs(s_precise(f_twin, g=G0)) < 1e-10
assert phase(w, G0) > max(phase(w, 0.8 * G0), phase(w, 1.25 * G0))
G_twin = brentq(lambda g: phase(w, g) - phase(w), 1e4, G0)
assert abs(phase_heat_equation(f_twin, G_twin)
           - phase_heat_equation(f_twin, G)) < 2e-5
assert abs(G_twin / G - 1) > 0.1


# Sensitivities to C, G, e add to zero
def log_sens(f, which):
    args = {"g": G, "cap": C, "eff": e}
    up, down = dict(args), dict(args)
    up[which] *= np.exp(1e-4)
    down[which] *= np.exp(-1e-4)
    w = 2 * np.pi * f
    return (phase(w, **up) - phase(w, **down)) / 2e-4


for f in (1e6, f0, 3e8):
    assert abs(sum(log_sens(f, p) for p in ("g", "cap", "eff"))) < 1e-7
assert abs(log_sens(f0, "eff")) > 0.05


# Additive noise: G |S| |T/q| has a low-frequency plateau only in 1D
def weighted(f):
    return G * abs(s_closed(f)) / abs(admittance(2 * np.pi * f))


area = np.pi * pump_radius**2


def weighted_layered(f):
    return G * abs(s_layered(f)) * abs(z_layered(f)) * area


assert abs(weighted(1.0) - 1 / np.sqrt(2)) < 1e-3
assert weighted_layered(1e3) < weighted_layered(1e4) < 1 / np.sqrt(2)

# Layered model: check its steady limit, then size the neglected effects
dc_exact = np.sqrt(np.pi / (pump_radius**2 / 4)) / (4 * np.pi * sub_k)
dc_num = abs(z_layered(1e-6, g=1e16, h=1e-13))
assert abs(dc_num / dc_exact - 1) < 1e-3
f0_film = brentq(lambda f: s_layered(f, radius=1e-2), f0 / 3, 3 * f0)
f0_full = brentq(s_layered, f0 / 3, 3 * f0)
assert abs(f0_full / f0 - 1) < 0.15
assert abs(s_layered(1e3)) < abs(s_layered(1e4)) < abs(s_layered(1e6))
assert abs(s_layered(1e10)) < abs(s_closed(1e10)) < 0.05
dc_rise = absorbed_power * abs(z_layered(1e-3))
mfp = 3 * sub_k / (sub_c * sound_speed)


def depth(f):
    return np.sqrt(sub_k / sub_c / (np.pi * f))


print(f"film: thickness {film_thickness*1e9:.0f} nm, k {film_k:.0f} W/(m K), "
      f"c {film_c/1e6:.1f} MJ/(m3 K)")
print(f"substrate: k {sub_k:.0f} W/(m K), c {sub_c/1e6:.1f} MJ/(m3 K)")
print(f"interface conductance G = {G/1e6:.0f} MW/(m2 K)")
print(f"pump and probe 1/e2 radii = {pump_radius*1e6:.0f} um")
print(f"film heat capacity per area C = {C:.3f} J/(m2 K)")
print(f"effusivity e = {e:.0f} W s^0.5/(m2 K)")
print(f"beta = {beta:.4f}, root u0 = {u0:.4f} (dimensionless)")
print(f"largest |S error| against heat equation = {worst:.1e} rad")
print(f"S / low-frequency law at 1 Hz = {low_ratio:.5f}")
print(f"S / high-frequency law at 1e17 Hz = {high_ratio:.5f}")
print(f"blind frequency f0 = {f0/1e6:.2f} MHz")
print(f"negative-lobe extremum at {f_neg/1e6:.2f} MHz")
print(f"positive-lobe extremum at {f_pos/1e6:.1f} MHz")
print(f"bound on |S| for this beta = {1/(2*(1+np.sqrt(beta))**2):.4f} rad")
print(f"bound on negative lobe, any beta = {(np.sqrt(2)-1)/2:.4f} rad")
print(f"perfect-sink peak frequency G/(2 pi C) = {f_sink/1e6:.1f} MHz")
print("f (MHz) | phase (deg) | S lumped (rad) | S layered (rad) | G|S||T/q|")
for f in (1e4, 1e5, 1e6, f_neg, 1e7, f0, 1e8, f_pos, 1e9, 1e10):
    print(f"{f/1e6:9.2f} | {np.degrees(phase(2*np.pi*f)):7.2f} | "
          f"{s_closed(f):+.5f} | {s_layered(f):+.5f} | {weighted(f):.4f}")
print("f (MHz) | phase change for G +10% (deg)")
for f in (f_neg, f0, f_pos):
    w = 2 * np.pi * f
    print(f"{f/1e6:8.2f} | {np.degrees(phase(w, 1.1*G)-phase(w)):+.4f}")
print("f (MHz) | error in G from 0.1 deg phase error (%)")
for f in (1e5, 1e6, f_neg, f_pos, 1e9):
    print(f"{f/1e6:8.2f} | {100*np.radians(0.1)/abs(s_closed(f)):.2f}")
print("f (MHz) | |interface/half-space impedance| | flux share to substrate")
for f in (1e4, f0, 1e10):
    w = 2 * np.pi * f
    share = abs((admittance(w) - 1j * w * C) / admittance(w))
    print(f"{f/1e6:8.2f} | {e*np.sqrt(w)/G:.4f} | {share:.4f}")
print(f"at {f_twin/1e6:.0f} MHz phase is greatest at G0 = {G0/1e6:.2f} MW/(m2 K)")
print(f"second G with the same phase there = {G_twin/1e6:.2f} MW/(m2 K)")
print(f"at f0: S_e = {log_sens(f0,'eff'):+.4f}, S_C = {log_sens(f0,'cap'):+.4f} rad")
print(f"blind frequency, film resolved, wide spot = {f0_film/1e6:.2f} MHz")
print(f"blind frequency, film resolved, real spot = {f0_full/1e6:.2f} MHz")
print(f"layered G|S||T/q| at 1 kHz, 10 kHz = {weighted_layered(1e3):.4f}, "
      f"{weighted_layered(1e4):.4f}")
print(f"steady rise for {absorbed_power*1e3:.0f} mW absorbed = {dc_rise:.2f} K")
print(f"grey mean free path (speed {sound_speed:.0f} m/s) = {mfp*1e9:.1f} nm")
print(f"penetration depth at f0, positive lobe = {depth(f0)*1e9:.0f}, "
      f"{depth(f_pos)*1e9:.0f} nm")
print("OK")
```

Running it gives:

```
film: thickness 80 nm, k 180 W/(m K), c 2.4 MJ/(m3 K)
substrate: k 35 W/(m K), c 3.1 MJ/(m3 K)
interface conductance G = 150 MW/(m2 K)
pump and probe 1/e2 radii = 10 um
film heat capacity per area C = 0.192 J/(m2 K)
effusivity e = 10416 W s^0.5/(m2 K)
beta = 0.2654, root u0 = 0.7365 (dimensionless)
largest |S error| against heat equation = 4.3e-07 rad
S / low-frequency law at 1 Hz = 0.99969
S / high-frequency law at 1e17 Hz = 0.99997
blind frequency f0 = 35.80 MHz
negative-lobe extremum at 5.63 MHz
positive-lobe extremum at 190.1 MHz
bound on |S| for this beta = 0.2178 rad
bound on negative lobe, any beta = 0.2071 rad
perfect-sink peak frequency G/(2 pi C) = 124.3 MHz
f (MHz) | phase (deg) | S lumped (rad) | S layered (rad) | G|S||T/q|
     0.01 |  -44.49 | -0.01193 | -0.00780 | 0.6915
     0.10 |  -43.49 | -0.03521 | -0.02812 | 0.6583
     1.00 |  -41.00 | -0.08865 | -0.08341 | 0.5568
     5.63 |  -38.76 | -0.12496 | -0.11853 | 0.3694
    10.00 |  -38.80 | -0.11607 | -0.10811 | 0.2720
    35.80 |  -44.03 | -0.00000 | +0.01130 | 0.0000
   100.00 |  -56.56 | +0.16147 | +0.17081 | 0.1356
   190.09 |  -66.59 | +0.20114 | +0.20664 | 0.1088
  1000.00 |  -83.87 | +0.08945 | +0.08567 | 0.0109
 10000.00 |  -89.32 | +0.01141 | -0.00278 | 0.0001
f (MHz) | phase change for G +10% (deg)
    5.63 | -0.6720
   35.80 | -0.0443
  190.09 | +1.0765
f (MHz) | error in G from 0.1 deg phase error (%)
    0.10 | 4.96
    1.00 | 1.97
    5.63 | 1.40
  190.09 | 0.87
 1000.00 | 1.95
f (MHz) | |interface/half-space impedance| | flux share to substrate
    0.01 | 0.0174 | 0.9967
   35.80 | 1.0415 | 0.7755
10000.00 | 17.4066 | 0.0119
at 10 MHz phase is greatest at G0 = 51.49 MW/(m2 K)
second G with the same phase there = 23.33 MW/(m2 K)
at f0: S_e = +0.2907, S_C = -0.2907 rad
blind frequency, film resolved, wide spot = 32.91 MHz
blind frequency, film resolved, real spot = 33.19 MHz
layered G|S||T/q| at 1 kHz, 10 kHz = 0.0778, 0.2166
steady rise for 10 mW absorbed = 7.91 K
grey mean free path (speed 7000 m/s) = 4.8 nm
penetration depth at f0, positive lobe = 317, 137 nm
OK
```
